The leading electronic term in the vacancy formation free energy of metals

**What to add, and when**

A vacancy formation energy computed at zero electronic temperature must be given an electronic free energy before it is used at high temperature. The quantity needed is a difference of two densities of states. For a supercell with N−1 atoms and a bulk cell with N atoms, it is

X = D_vac(E_vac) − [(N−1)/N] D_bulk(E_F),  (1)

where each density of states counts all spins and orbitals in its cell and is taken at that cell's own zero-temperature Fermi level. The correction to add is

F_el = −(π²/6)(kT)² X,  (2)

with k the Boltzmann constant. If both cells were already run with Fermi–Dirac occupations at the physical temperature, and their electronic free energies were subtracted, the term is already present and must not be added again.

The derivation assumes a mean-field electron theory whose functional does not depend on temperature, fixed nuclei and a fixed volume for each cell. Which volumes are used matters at order T², as discussed with the concentration below. The bulk density of states at E_F must be nonzero, and the densities of states must be smooth on the scale kT. The crystal is made large before the temperature is made small, so that levels are closely spaced compared with kT. Vibrations are a separate contribution.

**Reference state and electron count**

Let the bulk have Z electrons and density of states d(ε) per atom. The removed atom goes to a bulk site, so the vacancy crystal, with N−1 atoms and (N−1)Z electrons, is compared with N−1 bulk atoms:

F_f = F_vac − (N−1) f_bulk.

Atoms and electrons balance. The excess density of states and its integral are therefore

ΔD(ε) = D_vac(ε) − (N−1)d(ε),
ΔN(ε) = ∫ ΔD(ε') dε', taken from below the band up to ε.

Subtracting the N-atom bulk cell without the factor (N−1)/N would make the result too small by one atom's d(E_F).

**Sommerfeld expansion**

For fixed one-electron levels with density of states D, the grand potential is

Ω(μ,T) = −kT ∫ D(ε) ln[1 + e^(−(ε−μ)/kT)] dε.

Let N(ε) be the integral of D and M(ε) the integral of N. The energy derivative of −kT ln[1 + e^(−(ε−μ)/kT)] is the Fermi function f(ε). Integrating by parts twice, with vanishing boundary terms, gives

Ω = −∫ N f dε = −∫ M(ε)(−∂f/∂ε) dε.

The factor −∂f/∂ε is a peak of unit area, even about μ. With ε = μ + kTx,

M = M(μ) + kTx N(μ) + ½(kT)²x² D(μ) + …

The odd terms integrate to zero. The quadratic term needs

∫ x²(−df/dx) dx = 4 ∫₀^∞ x/(eˣ+1) dx = 4(1 − 1/4 + 1/9 − …) = 4(π²/12) = π²/3.

The first equality uses evenness and one integration by parts; the series comes from expanding 1/(eˣ+1) in powers of e⁻ˣ. Hence

Ω(μ,T) = Ω₀(μ) − (π²/6)(kT)² D(μ) + O(T⁴), with dΩ₀/dμ = −N(μ).  (3)

**Fixed electron number**

In the bulk the electron number −∂Ω/∂μ must stay constant. Per atom, (3) gives

n(μ) + (π²/6)(kT)² d'(μ) = n(E_F),

where n is the integral of d. To order T²,

μ − E_F = −(π²/6)(kT)² d'(E_F)/d(E_F).  (4)

The vacancy crystal has a slightly different chemical potential, μ_v. Its free energy is Ω_vac(μ_v) + μ_v(N−1)Z. As a function of the chemical potential this expression is stationary at μ_v, because its derivative is the electron-number mismatch. Its curvature grows as N, while μ_v − μ falls as 1/N, so using the bulk μ costs an error of order 1/N. With the bulk μ in both crystals, the terms μ(N−1)Z cancel and the formation free energy is the excess grand potential, apart from a constant interaction energy treated below. Applying (3) to the excess and expanding Ω₀ about E_F gives

F_f = E_f − ΔN(E_F)(μ−E_F) − (π²/6)(kT)² ΔD(E_F).

Inserting (4),

F_f = E_f − (π²/6)(kT)² [ΔD(E_F) − ΔN(E_F) d'(E_F)/d(E_F)] + higher orders in T.  (5)

In a metal the mobile electrons screen the vacancy. The excess electron number in a large region around it is then zero at the bulk Fermi level, ΔN(E_F) = 0, which is Friedel's neutrality condition. The second term disappears:

F_el = −(π²/6)(kT)² ΔD(E_F).  (6)

Equation (5) also shows why each cell's own Fermi level belongs in (1). At the bulk E_F the vacancy cell holds ΔN(E_F) electrons too many. Its own level is therefore displaced by

E_vac − E_F = −ΔN(E_F)/[(N−1)d(E_F)]

to leading order in 1/N. This small shift multiplies a slope of about (N−1)d', so that

D_vac(E_vac) − (N−1)d(E_F) = ΔD(E_F) − ΔN(E_F) d'(E_F)/d(E_F).

That is the bracket in (5). Formula (1) therefore needs no alignment of the energy zeros of the two cells, since each density of states is read at a level fixed by its own electron count.

A ring of 4000 one-orbital atoms tests this. With hopping 1 its levels are E = −2cos θ. Removing an atom leaves an open chain with levels −2cos(πj/N), j = 1 to N−1, and a smoothed count Nθ/π − ½ below E. Subtracting (N−1)θ/π leaves

ΔN = θ/π − ½ and ΔD = d = 1/[π√(4−E²)].

At filling 0.3 per spin, θ = 0.3π, ΔN = −0.200 and ΔD = 0.1967. The bracket in (5) is 0.1069. The entropies of the two sets of levels, at fixed electron number and kT = 0.01, also give 0.1069. Equation (6) would be wrong by nearly a factor of two here, because this vacancy is not screened. A level shift of −0.3249 on the two end atoms makes ΔN(E_F) zero; then ΔD(E_F) = 0.2432, and the level entropies give 0.2432.

**Why the zero-temperature density of states suffices**

Heating changes the electron density, the density changes the potential, and the potential moves the levels. This does not affect the T² term. Write the free energy at fixed electron number as

𝓕[n,T] = F_band[v(n),T] + E_Hxc[n] − ∫ v_Hxc n,

where n is now the electron density, F_band is the free energy of independent electrons in the potential v generated by n, and E_Hxc is the Hartree plus exchange-correlation energy with derivative v_Hxc. For a change δn, with resulting potential change δv,

δF_band = ∫ n_out δv,
δ(E_Hxc − ∫ v_Hxc n) = ∫ v_Hxc δn − ∫ v_Hxc δn − ∫ n δv = −∫ n δv.

Here n_out is the density produced by the potential. The sum, ∫(n_out − n)δv, vanishes at self-consistency. Using the zero-temperature density n₀ at temperature T thus makes an error of second order in n_T − n₀. Where the interaction is confined to a few sites, the Sommerfeld expansion makes that difference O(T²), and the error is O(T⁴). In an extended three-dimensional metal the density ripples around the vacancy, the Friedel oscillations, typically fall as 1/r³, and heating washes them out beyond a distance proportional to 1/T. The squared density change integrated over that outer region, ∫ r² dr/r⁶, is proportional to T³, so the error is then of order T³. In both cases it is of higher order than the T² term. With n₀ fixed, the interaction terms do not depend on temperature and remain in E_f.

The scaling for a local interaction was tested on one impurity site in a semi-elliptic band of half-width 1, at fixed μ = −0.3, with a bare site shift of 0.1 and a mean-field repulsion of 0.4. When kT was doubled from 0.015 to 0.03, the change of the site occupation grew by a factor 4.003. The free-energy difference between self-consistent and frozen potentials grew by 16.02, as T⁴ requires.

**Entropy, concentration and Arrhenius slope**

Differentiating (6) at fixed volume gives the electronic entropy and internal energy of formation:

S_el = −∂F_el/∂T = (π²/3) k²T ΔD(E_F),
U_el = F_el + TS_el = +(π²/6)(kT)² ΔD(E_F).

A positive ΔD lowers the free energy but raises the internal energy. In the dilute limit the vacancy concentration contains exp(−G_f/kT), with G_f the formation Gibbs energy. At zero pressure each crystal minimises its free energy over volume, so to order T² the thermal term is evaluated with each cell at its own zero-temperature, zero-pressure volume. If the vacancy changes the volume of the N sites by ΔV, and d(E_F) scales as Ω^γ with the atomic volume Ω, then X of the volume-relaxed cells differs from X at the bulk lattice constant by γ d(E_F) ΔV/Ω. This shift does not fall with N, whereas the effect of volume relaxation on E_f does. If the total volume of the crystal is held fixed instead, the new site is made against the electronic thermal pressure, and X is replaced by X − γ d(E_F), with X taken at the bulk lattice constant. With ΔD(E_F) read as X of the volume-relaxed cells, here and in (7), the electronic term multiplies the zero-pressure concentration by

exp[(π²/6) kT ΔD(E_F)].

The local Arrhenius slope, with vibrational terms left aside, is

−d ln c/d(1/kT) = E_f + (π²/6)(kT)² ΔD(E_F).  (7)

A slope measured at high temperature is thus not the free energy at that temperature; in this approximation the two differ by TS_el.

The same reasoning gives the correction to a migration barrier, provided the electrons stay in equilibrium at the saddle configuration. Saddle and vacancy cells have equal numbers of atoms and electrons, so X in (2) is replaced by D_saddle − D_vac, each at its own Fermi level.

**Excess density of states from the bulk crystal**

A simple model shows what sets the size of ΔD. Let H be the one-electron Hamiltonian in an orthogonal basis and G(z) = (z−H)⁻¹. Remove all orbitals of one atom and leave every other matrix element unchanged. The block-inverse formula gives, for the block G₀₀ on the removed atom,

det G₀₀(z) = det(z−H_vac)/det(z−H).

Since Tr(z−H)⁻¹ is the derivative of ln det(z−H),

Tr G_vac − Tr G = d ln det G₀₀/dz.

The density of states is −(1/π) Im Tr G just above the real axis. Adding back one bulk atom, as the definition of ΔD demands, gives for g equivalent, uncoupled orbitals, spin included,

ΔD = −(g/π) Im[G₀ + G₀'/G₀],  (8)

where G₀ is the local Green function of one orbital.

Represent the surroundings of the orbital by a chain with hoppings b₁, b₂, b, b, … and equal site energies, taken as zero. Then

G₀ = 1/(z − b₁²Γ₁), Γ₁ = 1/(z − b₂²Γ), Γ = 1/(z − b²Γ).

The last relation has the retarded solution Γ = [z − i√(4b²−z²)]/(2b²), so the band runs from −2b to 2b. The spectrum is symmetric about zero, and a half-filled band has E_F = 0. The vacancy in this model is neutral: ΔD is even in energy and integrates to zero over all energies, because N−1 atoms carry the same number of orbitals in both crystals. Half of that integral, ΔN(0), is therefore zero.

Differentiating G₀ gives G₀'/G₀ = −G₀(1 − b₁²Γ₁'). The first term cancels G₀ in (8), leaving

G₀ + G₀'/G₀ = b₁² G₀ Γ₁', with Γ₁' = −Γ₁²(1 − b₂²Γ').

At z = 0,

Γ = −i/b, Γ' = 1/(2b²), Γ₁ = −ib/b₂², G₀ = −ib₂²/(b₁²b),
Γ₁' = (b²/b₂⁴)[1 − b₂²/(2b²)] = b²/b₂⁴ − 1/(2b₂²).

Therefore

d(E_F) = g b₂²/(π b₁² b),  (9)
ΔD(E_F) = (g/πb)(b²/b₂² − ½).  (10)

The hopping b₁, which joins the removed orbital to its neighbours, has dropped out. When all hoppings equal b, the bulk band is semi-elliptic and ΔD(E_F) is half of d(E_F). When b₂ is lowered at fixed b₁ and b, (9) falls while (10) rises. For b₂ well below b, and b₁ not far from b, the bulk band has a pseudogap at E_F, and the orbitals that were bonded to the missing atom form a resonance there, of half-width about b₂²/b. If that width becomes comparable with kT, the expansion fails and the full integral over ΔD is needed. Formula (10) turns negative for b₂² > 2b², but the cut chain then has levels outside the band. In a general metal the sign of ΔD has to be computed.

**Worked example in the regime of tungsten**

Take five d orbitals with two spins, g = 10, and b₁ = 3.0 eV, b₂ = 2.0 eV, b = 2.75 eV. The band is 11 eV wide. From (9) and (10),

d(E_F) = 10 × 4.0/(π × 9.0 × 2.75) = 0.51 states/eV per atom,
ΔD(E_F) = [10/(π × 2.75)] × (7.5625/4.0 − 0.5) = 1.61 states/eV.

The entropy of explicit eigenstates of a 1500-site chain, with and without its first site, gives 1.608 states/eV at kT = 0.03 eV.

At 3000 K, kT = 0.2585 eV, and

F_el = −1.645 × (0.2585)² × 1.61 = −0.177 eV,
S_el = 3.290 × 0.2585 × 1.61 = 1.37 k.

With a rough formation energy of 3.5 eV, the formation free energy with this term alone is 3.32 eV. If the vacancy causes no relaxation of volume, the concentration at zero pressure rises by exp(0.177/0.2585) = 1.98, from 1.3×10⁻⁶ to 2.6×10⁻⁶ before vibrations are included. To this order in T, the local Arrhenius slope rises to 3.68 eV.

The temperature integral over this ΔD, without the Sommerfeld expansion, gives −0.172 eV, so the leading term is about 3 % too large in magnitude at 3000 K. The next term in F_el goes as T⁴, so the relative error is about twice as large in S_el and three times as large in the rise of the Arrhenius slope. At 1000 K the two values are −0.0197 and −0.0196 eV.

Other omissions matter more. Each estimate below changes one thing and holds the rest fixed.

- Relaxation: suppose that the bond described by b₂ lengthens by 2 % when the atoms around the vacancy relax. If hoppings fall as the inverse fifth power of distance, b₂ becomes 1.81 eV in the vacancy crystal only. Formula (10) still holds with this new b₂. At z = 0, G₀ = −1/(b₁²Γ₁), so the bracket in (8) equals −Γ₁'/Γ₁, which is the trace of the Green function of the cut chain minus that of its tail of equal hoppings b. The bulk terms in ΔD thus add up to the density of states of that tail, which does not contain b₂. ΔD rises to 2.09 states/eV and F_el falls by 0.053 eV. In a real body-centred cubic crystal, a neighbour that steps towards the vacancy lengthens four of its seven other nearest-neighbour bonds and shortens three, so neither the size nor the sign of this change need carry over.
- Phonon broadening: a rough coupling constant λ = 0.25 gives a level half-width πλkT = 0.20 eV. Evaluating (8) at that distance above the real axis lowers ΔD to 1.43 states/eV and raises F_el by 0.020 eV.
- Thermal expansion: a rough linear strain of 1.5 % reduces every hopping. Since ΔD scales as the inverse of a common hopping scale, F_el falls by 0.014 eV. The accompanying change of E_f is not included.
- Volume relaxation: hoppings falling as the inverse fifth power of distance give γ = 5/3. An assumed relaxation volume ΔV = −0.4Ω lowers X by (5/3) × 0.514 × 0.4 = 0.34 states/eV, raises F_el by 0.038 eV, and lowers the concentration factor from 1.98 to about 1.7.
- Fermi level: with E_F 0.3 eV above the symmetric point, the unscreened model has ΔN = 0.48 and a bracket of 1.54 states/eV, which raises F_el by 0.007 eV. The change of potential that would restore neutrality is not included.

Vibrations can outweigh all of these. Suppose each of eight neighbours vibrates independently on eight equal central springs, and the vacancy cuts one spring of each. The stiffness along the cut bond falls from 8/3 to 5/3 in units of one spring constant. The classical entropy gain is −½ × 8 × ln(5/8) = 1.88 k, or −0.49 eV at 3000 K, nearly three times the electronic term. This is an estimate of size, but it shows that the electronic correction alone does not give a high-temperature formation free energy.

Tungsten resembles the electronic model in its wide and roughly half-filled d band and in a Fermi level in a region of low density of states. Its eight nearest neighbours are those of the vibrational estimate; the chain itself has no crystal structure. The chosen temperature is high but below melting. The d orbitals of the real metal are not all equivalent, they mix with s and p states, and the band is not symmetric. The 0.3 eV shift above probes the last point only in part, and the effect of the first two has not been sized. The value −0.18 eV therefore shows what size the term can reach in a model of this kind. It is not a prediction for tungsten, where both size and sign depend on the real band structure and on the position of the Fermi level in it. Among the electronic corrections sized in the chain model the largest is the assumed relaxation, at 30 % of F_el. The density of states for (1) should come from the same relaxed vacancy cell as E_f, and for a zero-pressure result that cell should be relaxed in volume as well as in atomic positions.

**Numerical care in a supercell**

Equation (1) subtracts large numbers. For N = 128 and the example's bulk value, (N−1)d(E_F) is about 65 states/eV, whereas X is 1.6 states/eV. An error of 1 % in one density of states that is not matched in the other shifts X by 0.65 states/eV, or 40 %. The sampling of k-points and the broadening should therefore be equivalent in the two cells, and X should be followed until it no longer changes with either setting or with N. Broadening wide enough to fill in a pseudogap or flatten the vacancy resonance changes the quantity being computed.

If X still depends strongly on the broadening at widths near kT, use the difference of the full electronic free energies at the required temperature, again with the factor (N−1)/N on the bulk cell. That route also covers narrow resonances. It does not repair a missing temperature dependence of the functional, or magnetic disorder. The values used above, apart from the volume-relaxation estimate, are listed in the numerical output.

Computed results

```
TESTS ON MODEL CRYSTALS (energies in units of the hopping)
ring: atoms 4000, filling per spin 0.3, kT 0.01
unscreened: excess count dN(EF) = -0.2000
unscreened: dD(EF) alone = 0.1967
unscreened: full bracket = 0.1069
unscreened: from level entropies = 0.1069
screened: end-site shift = -0.3249
screened: dD(EF) = 0.2432
screened: from level entropies = 0.2432
doubling T: density change grows by factor 4.003
doubling T: relaxation energy grows by factor 16.02
EXAMPLE: half-filled d band, rough regime of tungsten
hoppings b1, b2, b = 3.0, 2.0, 2.75 eV; band width = 11.0 eV
spin-orbitals per atom g = 10
temperature = 3000 K; kT = 0.2585 eV
formation energy at T = 0 (rough input) = 3.5 eV
bulk density of states at EF = 0.514 states/eV/atom
excess density of states dD(EF) = 1.610 states/eV
same from chain eigenstates at kT = 0.03 eV: 1.608 states/eV
leading electronic free energy = -0.1770 eV
leading electronic entropy = 1.369 kB
leading electronic internal energy = 0.1770 eV
formation free energy with this term = 3.323 eV
concentration factor = 1.983
exp(-E_f/kT) without the term = 1.319e-06
exp(-F_f/kT) with the term = 2.615e-06
local Arrhenius slope = 3.677 eV
T = 1000 K: leading -0.0197 eV, all orders -0.0196 eV
T = 2000 K: leading -0.0786 eV, all orders -0.0775 eV
T = 3000 K: leading -0.1770 eV, all orders -0.1716 eV
NEGLECTED EFFECTS at the example temperature
higher orders in T change F_el by +0.0053 eV
expansion: linear strain 1.5 %, F_el changes by -0.0137 eV
relaxation: outward bonds longer by 2 %, b2 becomes 1.811 eV
relaxation: dD becomes 2.089 states/eV, F_el changes by -0.0527 eV
phonon broadening: coupling 0.25, half-width 0.203 eV
phonon broadening: dD becomes 1.427 states/eV, F_el changes by +0.0201 eV
EF moved by 0.3 eV: dD = 1.578 states/eV, dN = 0.480
EF moved by 0.3 eV: bracket = 1.543 states/eV, F_el changes by +0.0073 eV
vibrational entropy, cut-bond estimate = 1.880 kB
vibrational free energy, same estimate = -0.4860 eV
```
